# Rotating away antisymmetric exchange on a closed spin-1/2 ring

## Problem

Consider $N\ge 3$ spins 1/2 on a closed ring, with site $N+1$ identical to site 1 and

$$H=\sum_{j=1}^{N}\left[J\,\mathbf S_j\cdot\mathbf S_{j+1}+D\,\hat{\mathbf z}\cdot(\mathbf S_j\times\mathbf S_{j+1})\right].$$

The spin operators are dimensionless, $J\neq0$ and $D$ are real, and positive $J$ is antiferromagnetic.

(a) Which XXZ ring is obtained when $D$ is absorbed by rotating the spins locally about $z$?

(b) For which values of $D/J$ does $H$ have the spectrum of the uniform XXZ ring with the same transverse and longitudinal couplings as the ring found in (a)?

(c) Find the energy levels of a triangle with $J=4.5$ K and $D=0.5$ K, energies being divided by Boltzmann's constant.

## A tempting solution

Let $S_j^\pm=S_j^x\pm iS_j^y$ and $P_j=S_j^+S_{j+1}^-$. Multiplying out,

$$P_j=(S_j^xS_{j+1}^x+S_j^yS_{j+1}^y)-i(S_j^xS_{j+1}^y-S_j^yS_{j+1}^x).$$

The first bracket is the transverse part of $\mathbf S_j\cdot\mathbf S_{j+1}$ and equals $\tfrac12(P_j+P_j^\dagger)$. The second is the $z$ component of the cross product and equals $\tfrac i2(P_j-P_j^\dagger)$. A bond is therefore

$$\tfrac12\left[(J+iD)P_j+(J-iD)P_j^\dagger\right]+JS_j^zS_{j+1}^z .$$

Define

$$\theta=\arctan\frac DJ,\quad |\theta|<\frac\pi2,\qquad \tilde J=\frac{J}{\cos\theta}=\operatorname{sgn}(J)\sqrt{J^2+D^2}.$$

Since $\tilde J\cos\theta=J$ and $\tilde J\sin\theta=J\tan\theta=D$, we have $J+iD=\tilde Je^{i\theta}$ for either sign of $J$.

Now rotate with $U=\exp(-i\sum_j\alpha_jS_j^z)$. The operator $S_j^+$ raises $S_j^z$ by one, so $U^\dagger S_j^+U=e^{i\alpha_j}S_j^+$, and hence

$$U^\dagger P_jU=e^{i(\alpha_j-\alpha_{j+1})}P_j .$$

With $\alpha_j=j\theta$ the bond acquires $e^{-i\theta}$, which cancels $e^{i\theta}$. "Every bond is now an XXZ bond with real transverse coupling $\tilde J$ and longitudinal coupling $J$. Antisymmetric exchange is just an anisotropy, for every $D/J$."

For the triangle, $\tilde J=\sqrt{4.5^2+0.5^2}=4.528$ K. Let $|j\rangle$ be the state with only spin $j$ reversed from the fully up state. Two bonds change their longitudinal energy from $J/4$ to $-J/4$, so the diagonal energy is $3J/4-J=-1.125$ K. The transverse terms move the reversed spin to either neighbour with amplitude $\tilde J/2$. Plane waves with $k=2\pi m/3$ then have energies $-1.125+4.528\cos(2\pi m/3)$ in kelvin: 3.403 K for $m=0$ and $-3.389$ K for both $m=\pm1$. Reversing all spins gives the same levels again, so the ground level would be fourfold degenerate.

## Where it fails

The bond algebra is right; the claim about *every* bond is wrong. The cancellation needs $\alpha_j-\alpha_{j+1}=-\theta$. On the closing bond, however, the second spin is site 1, whose angle is $\theta$ and not $(N+1)\theta$. There

$$\alpha_N-\alpha_1=(N-1)\theta ,$$

and together with the original $\theta$ the bond carries the phase $N\theta$.

Another choice of angles does not help. The phase of bond $j$ becomes $\theta+\alpha_j-\alpha_{j+1}$, and the angle differences cancel in the sum round the ring. Rotations about $z$ can move the total phase $N\theta$ from bond to bond but cannot change it, except by multiples of $2\pi$, which no bond notices.

## Correct solution

### (a) The twisted ring

With $\alpha_j=j\theta$ and $\phi=N\theta$,

$$U^\dagger HU=\sum_{j=1}^{N-1}\frac{\tilde J}{2}(P_j+P_j^\dagger)+\frac{\tilde J}{2}\left(e^{i\phi}P_N+e^{-i\phi}P_N^\dagger\right)+J\sum_{j=1}^{N}S_j^zS_{j+1}^z .$$

This is an XXZ ring with boundary twist $\phi=N\arctan(D/J)$. On an open chain the closing bond is absent, and the tempting argument holds for every $D/J$.

### (b) When the twist can be removed

If $\phi=2\pi m$ with integer $m$, the last phase factor is 1 and the ring is uniform. The period is $2\pi$, not $4\pi$: a full turn of one spin 1/2 changes the sign of the state but leaves its spin operators unchanged.

For the converse it is not enough to consider rotations about $z$, since some other unitary might remove the twist. A unitary preserves $\operatorname{Tr}H^n$ for every $n$, so we look for a trace that depends on $\phi$.

Expand $H^n$ into products of bond terms. In one product, let $w_j$ be the number of factors $P_j$ minus the number of factors $P_j^\dagger$. The trace over site $j$ vanishes unless its raising and lowering operators are equal in number. Bond $j$ supplies a net $w_j$ raising operators to this site and bond $j-1$ a net $w_{j-1}$ lowering operators, so $w_j=w_{j-1}$. All bonds thus share one integer $w$, and the phase of the product is $e^{iw\phi}$.

A product with $w\neq0$ needs at least $N|w|$ factors, so traces with $n<N$ do not depend on $\phi$. For $n=N$, the products with $w=1$ contain each $P_j$ once and nothing else. There are $N!$ orderings. In each, every site contributes $\operatorname{Tr}S^+S^-=1$ or $\operatorname{Tr}S^-S^+=1$, so each ordering gives $(\tilde J/2)^Ne^{i\phi}$. The products with $w=-1$ give the complex conjugate. Therefore

$$\operatorname{Tr}H^N(\phi)-\operatorname{Tr}H^N(0)=2N!\left(\frac{\tilde J}{2}\right)^N(\cos\phi-1).$$

The right side vanishes only when $\phi$ is a multiple of $2\pi$. **At fixed $\tilde J$ and $J$, the twist is removable if and only if $N\arctan(D/J)$ is a multiple of $2\pi$.**

The words "at fixed $\tilde J$" matter. Suppose the uniform ring may instead have transverse coupling $-\tilde J$. Products with $w=0$ contain $P_j$ and $P_j^\dagger$ equally often, so they are even in $\tilde J$ and unaffected. The winding term of the uniform ring is multiplied by $(-1)^N$, and equality of the traces requires $\cos\phi=(-1)^N$. For even $N$ this is the old condition. For odd $N$ it demands that $\phi$ be an odd multiple of $\pi$, and the angles $\alpha_j=j(\theta+\pi)$ then do produce the uniform ring, because $N(\theta+\pi)$ is a multiple of $2\pi$. A triangle with $|D|=\sqrt3\,|J|$ is an example. Uniform rings whose couplings have other magnitudes are outside the question, and the argument does not exclude that one of them has the same spectrum.

Because $|\theta|<\pi/2$, a nonzero removable twist at fixed $\tilde J$ requires

$$\frac DJ=\tan\frac{2\pi m}{N},\qquad 0<|m|<\frac N4,$$

and hence at least five sites. The local axes then make $m$ complete turns round the ring and match where they meet. For $D=J>0$ the angle is $45^\circ$ per bond. Eight sites give $360^\circ$, and the ground energies of the chiral ring and the untwisted XXZ ring are both $-4.68085J$. Seven sites give $315^\circ$, and the energies differ: $-3.78756J$ against $-3.65626J$.

Equal spectra do not mean equal states. An eigenstate of $H$ is $|\psi\rangle=U|\tilde\psi\rangle$, where $|\tilde\psi\rangle$ belongs to the XXZ ring, so

$$\langle\psi|S_l^+S_j^-|\psi\rangle=e^{i(l-j)\theta}\langle\tilde\psi|S_l^+S_j^-|\tilde\psi\rangle .$$

The spiral remains in the transverse correlations even when it has left the spectrum.

The limit $J=0$ follows from $J+iD=iD$: take $\tilde J=D$ and $\theta=\pi/2$. The twist is $N\pi/2$, removable at this $\tilde J$ when $N$ is a multiple of four.

### (c) The triangle

Here $\theta=\arctan(0.5/4.5)=6.34^\circ$ and $\phi=3\theta=19.02^\circ$, which is not removable. It is easiest to return to the original $H$, where all bonds are alike. The operator $P_j$ moves a reversed spin from $j$ to $j+1$, now with amplitude $\tilde Je^{i\theta}/2$. Acting on $\sum_je^{ikj}|j\rangle$, the forward moves give the factor $e^{-ik}$ and the backward moves $e^{ik}$. The transverse energy is therefore $\tilde J\cos(k-\theta)$. Writing $k=-2\pi m/N$ and adding the diagonal energy,

$$E_m=\frac{NJ}{4}-J+\tilde J\cos\frac{2\pi m+\phi}{N}.$$

For $N=3$, use $\tilde J\cos\theta=J$ and $\tilde J\sin\theta=D$ to expand the cosine:

$$E_0=-\frac J4+J=\frac{3J}{4},\qquad E_{\pm1}=-\frac J4-\frac J2\mp\frac{\sqrt3}{2}D=-\frac{3J}{4}\mp\frac{\sqrt3}{2}D .$$

Numerically $E_0=3.375$ K and $E_{\pm1}=-3.375\mp0.433$ K, that is, $-3.808$ K and $-2.942$ K. Both terms in $H$ are bilinear in the spins, so time reversal leaves $H$ unchanged and the states with one spin up have the same energies. The two fully polarized states lie at $3J/4$. The spectrum is two doublets and a quartet, and the doublets are split by

$$\Delta=\sqrt3\,|D|=0.866\ \text{K},$$

or about 18 GHz. The tempting solution gave zero.

The size of the error is easily understood. For small $D/J$ the anisotropy $\tilde J-J\approx D^2/2J$ is of second order, 0.028 K here, whereas the twist shifts the levels $m=\pm1$ by about $\mp\tfrac{\sqrt3}{2}D$, which is of first order. For these levels, dropping the twist keeps the small effect and loses the large one. This is not true of every level: the shift of $E_0$ is of second order, and so is the shift of the nondegenerate ground level of a four- or six-site antiferromagnetic ring. The first-order shifts of $m=\pm1$ are opposite and cancel in the trace, whose change is of second order in $D$ and matches the formula of part (b): $\operatorname{Tr}H^3$ is $-7.594$ K³ for the chiral ring and $0.008$ K³ for the untwisted one. The difference, $-7.602$ K³, is the value of $12(\tilde J/2)^3(\cos\phi-1)$.

## Beside real copper triangles

The inputs are rough values in the regime of molecular magnets containing a triangle of Cu(II) spins, which have been studied as candidates for spin-electric qubits. The assumption most damaging to the calculated gap, among those sized here, is that of equal bonds. Let one bond be stronger by $\delta$. The quartet at $3J/4$ consists of the fully polarized states and the symmetric states $m=0$, which are the states of total spin 3/2; the two low doublets therefore contain all states of total spin 1/2. The added term $\delta\,\mathbf S_3\cdot\mathbf S_1$ conserves total spin, so it acts within the two low doublets. There $\mathbf S_3\cdot\mathbf S_1$ has eigenvalues $-3/4$ and $1/4$, which alone would give a splitting $\delta$. Exchanging sites 1 and 3 preserves this term but interchanges the states $m=\pm1$, so its diagonal elements in them are equal and its splitting part is off-diagonal. The $D$ term is diagonal, with splitting $\sqrt3D$. The two combine as

$$\Delta=\sqrt{3D^2+\delta^2}.$$

For $\delta=0.5$ K this is $\sqrt{0.75+0.25}=1.00$ K, about 15% above the symmetric value. Other corrections, each added alone, are smaller. The sign of the in-plane and dipolar corrections depends on handedness; the first values below are for $D>0$ with the sites numbered counterclockwise as seen from $+z$:

- An in-plane antisymmetric vector of 0.5 K along each bond lowers the gap to 0.850 K; with the opposite sign of $D$, or clockwise numbering, it raises the gap to 0.878 K.
- Symmetric anisotropic exchange, taken in the one-orbital superexchange form, raises the longitudinal coupling from $J$ to $\tilde J$. This shifts all the $E_m$ equally and leaves the gap unchanged, but splits the quartet by 0.028 K.
- Dipolar coupling at a Cu–Cu distance of 0.48 nm, with $g=2.1$, lowers the gap by about 0.0002 K; for the opposite handedness it raises the gap by a similar amount.

Together, with the symmetric exchange following the tilted vector, they give 0.99 K, 14% above the ideal value (1.01 K, 17% above, for the opposite handedness). Dipolar coupling between molecules 1.2 nm apart has a scale of 0.0016 K and is not included; nuclear spins and vibrations are not estimated.

Temperature does not alter these levels in the model, but it limits their use. At 1 K the ideal triangle has 70% of its population in the lower doublet and 30% in the upper. Preparing the lower doublet by cooling alone therefore requires a temperature well below 0.87 K. The levels, and the corrections for $D>0$ with counterclockwise numbering, are in the numerical output.

## Computed results

```
COPPER TRIANGLE, N = 3 (rough inputs)
J = 4.50 K, D = 0.50 K, D/J = 0.1111
theta = 0.11066 rad = 6.340 deg
transverse coupling Jt = 4.5277 K, Jt - J = 0.0277 K
twist phi = 0.33197 rad = 19.021 deg
levels of chiral ring (K): -3.8080 -3.8080 -2.9420 -2.9420 3.3750 3.3750 3.3750 3.3750
levels of XXZ ring without twist (K): -3.3888 -3.3888 -3.3888 -3.3888 3.3750 3.3750 3.4027 3.4027
doublet gap with twist = 0.8660 K
same gap in frequency = 18.05 GHz
doublet gap without twist = 0.0000 K
Tr H^3, chiral ring = -7.5938 K^3
Tr H^3, untwisted XXZ = 0.0078 K^3
difference from winding formula = -7.6015 K^3
EFFECTS LEFT OUT (rough inputs)
one bond stronger by 0.50 K: gap = 1.0000 K
in-plane vector 0.50 K along bonds: gap = 0.8504 K
symmetric exchange 0.0277 K: gap = 0.8660 K
  quartet splitting it causes = 0.0277 K
g = 2.1, Cu-Cu distance = 0.48 nm
dipolar scale in molecule = 0.0248 K
  gap with dipolar coupling = 0.8659 K
dipolar scale between molecules at 1.2 nm = 0.00159 K
all effects inside the molecule together: gap = 0.9888 K
populations at 1.0 K: lower doublet 0.7032, upper doublet 0.2958, quartet 0.0011
REMOVABLE AND NOT REMOVABLE, D = J = 1 (energies in units of J)
N = 7: twist = 315.0 deg
  ground energy: chiral -3.78756, untwisted XXZ -3.65626
  largest difference of ordered levels = 0.19348
N = 8: twist = 360.0 deg
  ground energy: chiral -4.68085, untwisted XXZ -4.68085
  largest difference of ordered levels = 0.00000
```
